Correct Canonical Sampling, Wrong Diffusion: Andersen Collisions and Global Rescaling

**Question**

I run molecular dynamics of a fluid at fixed temperature with one of two stochastic thermostats. The Andersen thermostat picks particles at random and redraws their velocities from the Maxwell distribution. The other multiplies all velocities by one common random factor, chosen so that the total kinetic energy has its canonical distribution.

Both are proved to sample the canonical ensemble, and in my runs both give the same temperature and the same mean potential energy. I concluded that every equilibrium average must agree, including the velocity autocorrelation function and the diffusion coefficient obtained from it. The diffusion coefficients are far apart. Is one of the runs faulty, or is my conclusion wrong? If randomness in the velocities is the problem, why would the two thermostats differ, since both are random?

**Answer**

The conclusion is wrong; the runs may both be in order. Canonical sampling fixes the distribution of positions and velocities at one instant. An autocorrelation function involves two instants, so it also depends on the rule that carries the system from one to the other, and a thermostat is part of that rule.

I use classical particles of mass m, atomic units in the algebra, and a temperature T measured as an energy (k_B = 1). The velocity autocorrelation per Cartesian component is

C(t) = ⟨v(0) v(t)⟩, with C(0) = T/m.

The displacement is the time integral of v, so in a stationary state

⟨Δx²⟩ = ∫₀ᵗ dt₁ ∫₀ᵗ dt₂ C(|t₁ − t₂|) = 2 ∫₀ᵗ (t − s) C(s) ds.

The last form holds because the separation s occurs over a length t − s, once for each order of the two times. If C decays fast enough, the right side grows as 2Dt, with

D = ∫₀^∞ C(t) dt.

The correct canonical C(t) is obtained by drawing initial states from the canonical distribution and letting each evolve without a thermostat. That is the reference below.

**Andersen collisions on free particles**

Let each particle suffer collisions at random times with rate ν. A collision replaces its velocity by a fresh Maxwell one. The canonical density is a product of a position part and independent Maxwell factors, so redrawing one factor leaves it unchanged. Hamiltonian motion between collisions also leaves it unchanged. The canonical density is therefore stationary for any ν. That a single long run also visits it is a separate property, ergodicity: without collisions (ν = 0) a free particle keeps its velocity forever, although the density is still stationary.

Now take free particles. Without a thermostat v never changes, and C(t) = T/m for all t. With collisions there are two kinds of history:

- No collision up to t, with probability exp(−νt). Then v(t) = v(0), and the average of the product is T/m.
- At least one collision. Then v(t) is independent of v(0) and has zero mean, so the average is zero.

Hence

C(t) = (T/m) exp(−νt).

For the displacement, integration by parts gives

∫₀ᵗ (t − s) exp(−νs) ds = t/ν − [1 − exp(−νt)]/ν²,

and therefore

⟨Δx²⟩ = 2D [t − (1 − exp(−νt))/ν], D = T/(mν).

For νt ≪ 1 this is the ballistic law (T/m)t². For νt ≫ 1 it is diffusion, although nothing in the physical system scatters the particles. This D is set by the thermostat: doubling ν halves it.

Take m = 30 u, T = 0.10 eV and ν = 0.020 fs⁻¹. The thermal velocity √(T/m) is 0.005671 Å/fs, so

D = (0.005671)²/0.020 = 0.001608 Å²/fs.

After 300 fs an undisturbed particle would have a mean square displacement of (0.005671 × 300)² = 2.89 Å². The formula with collisions gives 0.804 Å², and a simulation that follows particles from collision to collision gives 0.812 Å².

**Global rescaling on free particles**

Let N_f be the number of velocity degrees of freedom, and define u_i = √m v_i, so that K = ½ Σ u_i². One thermostat step of length t starts with a trial move,

u_i′ = √c u_i + √((1 − c)T) r_i, c = exp(−t/τ),

where the r_i are independent standard normal numbers. Only the new kinetic energy K′ = ½ Σ u_i′² is kept. The actual velocities are the old ones multiplied by the positive factor √(K′/K).

To get K′ explicitly, rotate the axes of velocity space so that the first lies along the old vector u, whose length is √(2K). The normal numbers keep their distribution under rotation, so

K′ = (T/2)(1 − c) [(r + √(2cK/((1 − c)T)))² + χ²],

where r is standard normal and χ² is the sum of the squares of the other N_f − 1 numbers. Since ⟨r²⟩ = 1 and ⟨χ²⟩ = N_f − 1, the mean at given K is

⟨K′⟩ = cK + (1 − c) N_f T/2.

The deviation of K from its canonical mean thus decays on average as exp(−t/τ).

The canonical distribution is preserved for the following reason. In the canonical state u is Gaussian, so its length and direction are independent and the direction is uniform. The trial move keeps u Gaussian, so K′ has the canonical distribution. The law of K′ depends on the old K but not on the old direction. Combining K′ with the old direction therefore gives a canonical state again. This shows that the canonical distribution is stationary, not that one run explores it: the step never changes the direction of u, so that task is left to the forces.

Andersen collisions relax the kinetic energy of free particles in the same way: each particle keeps its initial energy with probability exp(−νt) and otherwise has the thermal average. With τ = 1/ν the two thermostats correct a wrong temperature of free particles equally fast, and I compare them under that condition.

For free particles the direction of u never changes under rescaling, so v_i(t) = √(K(t)/K(0)) v_i(0). Multiply by m v_i(0), sum over i, and use Σ m v_i(0)² = 2K(0). The normalized correlation is

R(t) = C(t)/C(0) = ⟨√(K(0)K(t))⟩/⟨K⟩.

A lower bound follows by conditioning on the kinetic energy at the midpoint, K(t/2). A midpoint can always be inserted. Two trial moves, each with factor c₁, multiply u by c₁ and add noise of variance c₁(1 − c₁)T + (1 − c₁)T = (1 − c₁²)T, which is one move with c = c₁². Since the law of K′ depends only on K, splitting a step into halves leaves the statistics of K unchanged. The sequence of kinetic energies has no further memory, so K(0) and K(t) are independent once K(t/2) is given. The trial move is also reversible in equilibrium: u and u′ are jointly Gaussian with a covariance that is symmetric under their exchange. So √K(0) and √K(t) have the same conditional mean g, a function of K(t/2), and

⟨√(K(0)K(t))⟩ = ⟨g²⟩ ≥ ⟨g⟩² = ⟨√K⟩².

The Cauchy–Schwarz inequality gives the upper bound ⟨K⟩. Together,

P ≤ R(t) ≤ 1, P = ⟨√K⟩²/⟨K⟩.

At long times K(t) becomes independent of K(0), and R(t) tends to P.

The canonical density of K is proportional to K^(a−1) exp(−K/T) with a = N_f/2. Its moments are ⟨K⟩ = aT and ⟨√K⟩ = √T Γ(a + ½)/Γ(a), so

P = (2/N_f) [Γ((N_f + 1)/2)/Γ(N_f/2)]².

For large N_f, write ⟨√K⟩² = ⟨K⟩ − Var(√K). To leading order Var(√K) = Var(K)/(4⟨K⟩) = aT²/(4aT) = T/4. Dividing by ⟨K⟩ = aT gives

P ≈ 1 − 1/(4a) = 1 − 1/(2N_f).

The exact expression for P holds for every N_f; only this last approximation needs N_f large.

So the correlation loses a fraction of order 1/N_f and then stops decaying. For N_f = 6 the plateau is 0.920, and for N_f = 93 it is 0.995. The mean square displacement is at least P(T/m)t², which is still ballistic.

This answers your last question. Both thermostats are random, but an Andersen collision erases the direction in which a particle was moving. The common factor changes only the length of the vector u, and in a large system that length fluctuates little relative to its mean.

**A model with finite diffusion**

Free particles have no finite D without a thermostat, so they cannot show how much a thermostat changes D. Add fixed elastic scatterers that give each particle a random direction at rate λ, independent of its speed, and leave the speed unchanged. A scattered velocity has zero average at given v(0), so again only unscattered histories count:

- no thermostat: C = (T/m) exp(−λt), D₀ = T/(mλ);
- Andersen: C = (T/m) exp(−(λ + ν)t), D = T/(m(λ + ν));
- global rescaling: C = (T/m) R(t) exp(−λt).

The third line holds because scattering does not change K and therefore does not influence the rescaling factors. With P ≤ R ≤ 1, integration gives

P D₀ ≤ D ≤ D₀ for global rescaling.

The Andersen result can be written as a sum of two resistances to diffusion,

1/D = 1/D₀ + mν/T.

For λ = ν = 0.02 fs⁻¹ and two particles (N_f = 6), the simulated D/D₀ is 0.498 with Andersen collisions, where the formula gives 0.500. With global rescaling it is 0.961, between the bounds 0.920 and 1. Even for two particles the loss is about 4%, against one half.

**You cannot divide out exp(−νt)**

The free-particle result suggests a repair: multiply the measured C(t) by exp(νt) and recover the true one. This fails as soon as positions carry memory. Take a particle in a harmonic well of angular frequency ω. Let X and V be its mean position and velocity for given initial values x(0) and v(0). In a short time dt a collision occurs with probability ν dt and replaces V by zero on average, so

dX/dt = V, dV/dt = −ω²X − νV.

Multiply by v(0) and average over initial states. With G = ⟨v(0)X⟩ this gives

dG/dt = C, dC/dt = −ω²G − νC.

Since ⟨x(0)v(0)⟩ = 0, the initial conditions are G(0) = 0 and dC/dt = −νC(0) at t = 0. Eliminating G gives d²C/dt² + ν dC/dt + ω²C = 0. For ω > ν/2 the solution is

C(t)/C(0) = exp(−νt/2) [cos Wt + B sin Wt], W² = ω² − ν²/4.

Its initial slope is −ν/2 + BW, which must equal −ν. Hence B = −ν/(2W).

The envelope decays at half the rate ν. A collision redraws the velocity but leaves the position, and the position still remembers v(0) and feeds that memory back through the force. For ω = 0.05 fs⁻¹ and t = 50 fs the formula gives −0.546 and the simulation −0.544. The product exp(−νt) cos ωt would give −0.295.

**An interacting fluid**

The test closest to your runs is a fluid of 32 particles in a periodic cubic cell of edge 9.52 Å, with the same m, T and ν, and τ = 50 fs. The pair repulsion is ε(1 − r²/d²)³ for r < d and zero beyond, with ε = 4.0 eV and d = 3.0 Å. Sixteen copies start from canonical snapshots, and each set of runs uses the same snapshots. Velocities are taken relative to the centre of mass, which leaves N_f = 93. C(t) is summed over all 96 velocity components and divided by N_f, so that C(0) = T/m; dividing by 96 instead would lower every D below by the factor 31/32.

Static averages are close (no standard errors were computed for them): the kinetic temperature is 0.0999 eV with both thermostats, and the mean potential energy per particle is 0.0655 eV with Andersen and 0.0651 eV with rescaling. The diffusion coefficients, obtained by integrating C(t) up to 600 fs (the dependence on this cutoff was not tested) and given with standard errors over the copies, are

- no thermostat: 0.00273 ± 0.00010 Å²/fs (2.7 × 10⁻⁴ cm²/s);
- global rescaling: 0.00267 ± 0.00004 Å²/fs (2.7 × 10⁻⁴ cm²/s);
- Andersen: 0.00067 ± 0.00002 Å²/fs (6.7 × 10⁻⁵ cm²/s).

Rescaling changes D by 0.00006 Å²/fs, less than the standard error of the reference. This does not show that the change is zero, only that it is not resolved here. Andersen collisions leave about a quarter of the correct value.

That is a larger loss than the scattering model predicts. With 1/D₀ = 1/0.002729 = 366 fs/Å² and mν/T = 1/0.001608 = 622 fs/Å², the sum rule gives

D = 1/(366 + 622) = 0.00101 Å²/fs.

The simulated value is 34% below this. Multiplying the unthermostatted correlation by exp(−νt) and integrating does no better: it gives 0.00110 Å²/fs.

The correlation function itself shows what both estimates miss. Under Andersen collisions C(t)/C(0) falls to −0.065 ± 0.002 at 110 fs, so on average a particle is then moving against its initial velocity. The product of exp(−νt) and the unthermostatted correlation shows no such reversal. The collisions thus do more than multiply the correlation by a decay of their own.

Two causes are plausible. A particle with a redrawn velocity still sits among the same neighbours and may be pushed back by them, much as in the harmonic well. The neighbours also lose the momentum they have just received. The runs do not separate these effects, so I offer both as conjecture.

**What this means for your runs**

The argument does not depend on where the forces come from. It applies equally when they are Born–Oppenheimer forces from an electronic-structure calculation. The values of D above belong to this small cell and are not extrapolated to a large system.

Use Andersen runs for static averages. For diffusion, the clean procedure is to take snapshots from a canonical run, remove the centre-of-mass velocity, and start constant-energy trajectories from them. The removal matters in a periodic cell of N particles: Andersen snapshots carry a total momentum, which is then conserved, so C(t)/C(0) would level off at 1/N on average and its integral would not converge. Global rescaling is a reasonable substitute when N_f is large, but compare it with a few constant-energy runs. Reducing ν also brings the Andersen dynamics closer to the true one, at the price of slower temperature control.

Global rescaling does not protect every time correlation. For free particles the total kinetic energy is constant without a thermostat, so its fluctuations should never decorrelate. The equation for ⟨K′⟩ shows that under rescaling they decay as exp(−t/τ), just as fast as under Andersen collisions with ν = 1/τ. The protection extends to single-particle motion, where the common factor matters little, and not to the quantity that the thermostat controls. With forces the same warning holds for the total energy, which is conserved without a thermostat but is changed at every rescaling step, and hence for energy fluctuations correlated with it.

The numerical check printed below gives the figures used here.

Values computed for the example and the checks

```
mass = 30 u; temperature T = 0.10 eV
collision rate nu = 0.020 1/fs; tau = 50 fs
thermal velocity sqrt(T/m) = 0.005671 angstrom/fs
free particle, Andersen: D = T/(m nu) = 0.001608 angstrom^2/fs
  the same D = 1.608e-04 cm^2/s
free particle with Andersen collisions, simulated | formula:
  t=25 fs: C(t)/C(0) 0.6080 | 0.6065; MSD 0.0172 | 0.0171 angstrom^2
  t=50 fs: C(t)/C(0) 0.3671 | 0.3679; MSD 0.0591 | 0.0592 angstrom^2
  t=100 fs: C(t)/C(0) 0.1322 | 0.1353; MSD 0.1820 | 0.1826 angstrom^2
  t=300 fs: C(t)/C(0) 0.0029 | 0.0025; MSD 0.8123 | 0.8044 angstrom^2
harmonic particle, w = 0.05 1/fs, t = 50 fs, C(t)/C(0):
  simulated -0.5435; damped-oscillator formula -0.5460
  wrong rule exp(-nu t) cos(wt) -0.2947
cold start at T/4, free particles, Nf = 6:
  andersen: K deviation left at 50 fs 0.370; at 300 fs var(K)/canonical 1.022, <v^4>/<v^2>^2 3.027
  global: K deviation left at 50 fs 0.369; at 300 fs var(K)/canonical 0.987, <v^4>/<v^2>^2 2.985
  expected deviation left exp(-1) = 0.368
free, global rescaling, Nf=6: C(t)/C(0) at 50 fs 0.9494, at 300 fs 0.9233
  plateau formula: Nf=6 0.9204; Nf=93 0.99464
scattering model, lambda = 0.02 1/fs, Nf = 6, D/D0:
  thermostat none: 1.000
  thermostat andersen: 0.498
  thermostat global: 0.961
  Andersen formula lambda/(lambda+nu) = 0.500
fluid: 16 replicas of 32 particles, eps = 4.0 eV, d = 3.0 angstrom
  cell edge 9.524 angstrom; time step 2.5 fs; run length 8750 fs
  largest energy error, no thermostat: 1.2e-04 eV/particle
  none: kinetic T 0.0989 eV, potential 0.0643 eV/particle
    D = 0.002729 +- 0.000102 angstrom^2/fs = 2.73e-04 cm^2/s
  andersen: kinetic T 0.0999 eV, potential 0.0655 eV/particle
    D = 0.000669 +- 0.000015 angstrom^2/fs = 6.69e-05 cm^2/s
  global: kinetic T 0.0999 eV, potential 0.0651 eV/particle
    D = 0.002672 +- 0.000040 angstrom^2/fs = 2.67e-04 cm^2/s
  D/D(no thermostat): Andersen 0.245, global 0.979
simple rules for the Andersen fluid, both too high:
  1/(1/D0 + m nu/T) = 0.001012 +- 0.000014 angstrom^2/fs
  integral of exp(-nu t) C0(t) = 0.001100 +- 0.000040 angstrom^2/fs
  simulated D / first rule = 0.662
  lowest C(t)/C(0), Andersen: -0.0646 +- 0.0015 at 110 fs
  lowest value of exp(-nu t) C0(t)/C0(0): 0.00000
```
